# The g factor of triplet helium from the Perl–Hughes operators: test program

```python
"""Bound g factor of helium 2 3S1 at relative order alpha^2.

Result under test: g_J = g_e (1 + delta), with
    delta = alpha^2 [ -T/4 - U_n/24 - U_e/8 ],
T = <p1^2+p2^2>, U_n = <-2Z/r1-2Z/r2>, U_e = <2/r12>, all in rydberg.
For the exact nonrelativistic state: delta = alpha^2 [ E/6 - U_e/12 ].
Rydberg units: hbar = 1, m = 1/2, e^2 = 2, c = 2/alpha, length in bohr.
The nucleus is fixed and pointlike; b = e B, so the Zeeman term is sigma.b.
"""
from math import comb, factorial
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

ALPHA = const.fine_structure
G_FREE = abs(const.physical_constants["electron g factor"][0])
RY_EV = const.physical_constants["Rydberg constant times hc in eV"][0]
CHARGE = 2.0
PPM = 1e6


# ---------- mass term: Dirac electron in a uniform field ----------
def dirac_uniform_field_shift(alpha, pz, b, size=12):
    """Relative change of the spin splitting 2b at momentum pz along b."""
    c = 2 / alpha
    low = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    px = np.sqrt(b / 2) * (low + low.T)
    py = 1j * np.sqrt(b / 2) * (low - low.T)
    sx = np.array([[0, 1], [1, 0]])
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1, -1])
    sp = np.kron(sx, px) + np.kron(sy, py) + np.kron(sz, pz * np.eye(size))
    rest = c**2 / 2 * np.eye(2 * size)
    levels = np.linalg.eigvalsh(np.block([[rest, c * sp], [c * sp, -rest]]))
    up = levels[levels > 0]
    # The cut oscillator basis adds one copy of the lowest level,
    # so the spin-flipped level is the third one in the list.
    return (up[2] - up[0]) / (2 * b) - 1


alpha_test = 0.05
mass_dirac = dirac_uniform_field_shift(alpha_test, 1.0, 1e-3)
mass_formula = -alpha_test**2 / 2
assert abs(mass_dirac / mass_formula - 1) < 0.01  # next order in alpha^2


# ---------- one electron in a smooth well: radial Dirac equation ----------
def dirac_well(alpha):
    """Return g/2 - 1 from the Dirac state and from the alpha^2 formula."""
    u, w = np.polynomial.legendre.leggauss(200)
    r, w = 10 * (u + 1), 10 * w
    pot = -8 * np.exp(-r**2 / 2)
    r_dpot = 8 * r**2 * np.exp(-r**2 / 2)
    beta = 0.05 * 2.0 ** np.arange(9)
    gauss = np.exp(-np.outer(beta, r**2))
    big = r * gauss
    slope = -2 * beta[:, None] * r**2 * gauss  # P' - P/r

    def lowest(factor):
        ham = (slope * w * factor) @ slope.T + (big * w * pot) @ big.T
        val, vec = eigh(ham, (big * w) @ big.T)
        return val[0], vec[:, 0]

    energy, vec = lowest(np.ones_like(r))
    p_nr, q_nr = vec @ big, vec @ slope
    kinetic = np.sum(w * q_nr**2)
    formula = alpha**2 * (-kinetic / 2 + np.sum(w * p_nr**2 * r_dpot) / 12)
    for _ in range(30):
        factor = 1 / (1 + (energy - pot) * alpha**2 / 4)
        energy, vec = lowest(factor)
    p, q = vec @ big, factor * (vec @ slope)
    norm = np.sum(w * (p**2 + q**2 * alpha**2 / 4))
    g_value = -4 / 3 * np.sum(w * r * p * q) / norm
    return g_value / 2 - 1, formula


well_dirac, well_formula = dirac_well(0.02)
assert abs(well_dirac / well_formula - 1) < 0.005


# ---------- electron-electron term from the fields themselves ----------
def pair_shift(pos1, pos2, step=1e-4):
    """Orientation average of the pair shift divided by alpha^2."""
    total = 0.0
    for here, other in ((pos1, pos2), (pos2, pos1)):
        for axis in np.eye(3):
            velocity = np.cross(axis, other)  # 2 a(other), since m = 1/2

            def induced(x):  # Coulomb-gauge potential of the other electron
                d = x - other
                s = np.linalg.norm(d)
                return -(velocity + d * (d @ velocity) / s**2) / (4 * s)

            jac = np.array([(induced(here + step * e)
                             - induced(here - step * e)) / (2 * step)
                            for e in np.eye(3)])  # jac[i, j] = d_i A_j
            curl = np.array([jac[1, 2] - jac[2, 1], jac[2, 0] - jac[0, 2],
                             jac[0, 1] - jac[1, 0]])
            grad = np.array([(2 / np.linalg.norm(here + step * e - other)
                              - 2 / np.linalg.norm(here - step * e - other))
                             / (2 * step) for e in np.eye(3)])
            own = np.cross(grad, np.cross(axis, here) / 2) / 4
            total += axis @ (curl + own) / 3
    return total / 2  # Zeeman term of the triplet is 2 S.b


rng = np.random.default_rng(4)
pair_error = 0.0
for _ in range(8):
    x1 = rng.normal(size=3)
    x2 = x1 + (0.7 + rng.random()) * np.array([0.6, 0.0, 0.8])
    expected = -1 / (4 * np.linalg.norm(x1 - x2))
    pair_error = max(pair_error, abs(pair_shift(x1, x2) / expected - 1))
assert pair_error < 1e-5


# ---------- correlated helium triplet ----------
def triangle_integral(l, m, n, ea, eb, ec):
    """Integral of r1^l r2^m r12^n exp(-ea r1 - eb r2 - ec r12)."""
    x, y, z = ea + eb, ea + ec, eb + ec
    total = 0.0
    for i in range(l + 1):
        for j in range(m + 1):
            for k in range(n + 1):
                px, py, pz = i + j, l - i + k, m - j + n - k
                weight = comb(l, i) * comb(m, j) * comb(n, k)
                weight *= factorial(px) * factorial(py) * factorial(pz)
                total = total + 2 * weight / (
                    x**(px + 1) * y**(py + 1) * z**(pz + 1))
    return total


def matrices(left, right):
    a, b, c = [v[:, None] for v in left]
    d, e, f = [v[None, :] for v in right]

    def integral(l, m, n):
        return triangle_integral(l, m, n, a + d, b + e, c + f)

    overlap = integral(1, 1, 1)
    cos1 = (integral(2, 1, 0) + integral(0, 1, 2) - integral(0, 3, 0)) / 2
    cos2 = (integral(1, 2, 0) + integral(1, 0, 2) - integral(3, 0, 0)) / 2
    kinetic = ((a * d + b * e + 2 * c * f) * overlap
               + (a * f + c * d) * cos1 + (b * f + c * e) * cos2)
    nuclear = -2 * CHARGE * (integral(0, 1, 1) + integral(1, 0, 1))
    return np.array([overlap, kinetic, nuclear, 2 * integral(1, 1, 0)])


def exponents(count, correlated=True):
    i = np.arange(1, count + 1)
    seq = [np.mod(i * (i + 1) / 2 * np.sqrt(p), 1) for p in (2, 3, 5)]
    c = -0.1 + 0.6 * seq[2] if correlated else np.zeros(count)
    return 1.4 + 1.4 * seq[0], 0.45 + 0.85 * seq[1], c


def solve_triplet(params):
    a, b, c = params
    mats = matrices(params, params) - matrices(params, (b, a, c))
    scale = 1 / np.sqrt(np.diag(mats[0]))
    mats = mats * scale[:, None] * scale[None, :]
    mats = (mats + mats.transpose(0, 2, 1)) / 2
    val, vec = np.linalg.eigh(mats[0])
    keep = val > 1e-11
    basis = vec[:, keep] / np.sqrt(val[keep])
    ham = basis.T @ (mats[1] + mats[2] + mats[3]) @ basis
    energy, states = np.linalg.eigh((ham + ham.T) / 2)
    coef = basis @ states[:, 0]
    norm = coef @ mats[0] @ coef
    parts = np.array([coef @ m @ coef / norm for m in mats[1:]])
    return energy[0], parts, coef * scale


def delta_from_parts(parts):
    t, un, ue = parts
    return ALPHA**2 * (-t / 4 - un / 24 - ue / 8)


sizes = (20, 45, 90)
runs = [solve_triplet(exponents(n)) for n in sizes]
deltas = [delta_from_parts(r[1]) for r in runs]
energy, parts, coef = runs[-1]
kin, u_nuc, u_ee = parts
delta = deltas[-1]
delta_virial = ALPHA**2 * (energy / 6 - u_ee / 12)
virial_sum = 2 * kin + u_nuc + u_ee
assert runs[1][0] < runs[0][0] + 1e-8 and energy < runs[1][0] + 1e-8
assert abs(deltas[2] - deltas[1]) * PPM < 0.01
assert abs(virial_sum) < 1e-3
assert abs(delta - delta_virial) * PPM < 0.01


# ---------- same expectation values by quadrature of the function ----------
def quadrature_parts(params, coef, points=36, reach=30.0, step=1e-4):
    u, w = np.polynomial.legendre.leggauss(points)
    u, w = (u + 1) / 2, w / 2
    node, weight = reach * u**2, 2 * reach * u * w
    x, y, z = [g.ravel() for g in np.meshgrid(node, node, node)]
    wx, wy, wz = [g.ravel() for g in np.meshgrid(weight, weight, weight)]
    r1, r2, r12 = x + y, x + z, y + z
    measure = wx * wy * wz * r1 * r2 * r12
    cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
    place = np.array([r1, 0 * r1, r2 * cosine, r2 * np.sqrt(1 - cosine**2)])

    def psi(q):
        s1, s2 = np.hypot(q[0], q[1]), np.hypot(q[2], q[3])
        s12 = np.hypot(q[0] - q[2], q[1] - q[3])
        value = np.zeros_like(s1)
        for ck, a, b, c in zip(coef, *params):
            value += ck * (np.exp(-a * s1 - b * s2 - c * s12)
                           - np.exp(-a * s2 - b * s1 - c * s12))
        return value

    density = measure * psi(place)**2
    grad2 = np.zeros_like(r1)
    for k in range(4):
        shift = np.zeros((4, 1))
        shift[k] = step
        grad2 += ((psi(place + shift) - psi(place - shift)) / (2 * step))**2
    norm = density.sum()
    return np.array([np.sum(measure * grad2),
                     np.sum(density * -2 * CHARGE * (1 / r1 + 1 / r2)),
                     np.sum(density * 2 / r12)]) / norm


# A medium basis keeps the number of exponentials on the grid small.
quad = quadrature_parts(exponents(sizes[1]), runs[1][2])
quad_error = np.max(np.abs(quad - runs[1][1]))
assert quad_error < 2e-4  # finite differences near the cusps

energy_rad, parts_rad, _ = solve_triplet(exponents(30, correlated=False))
delta_rad = delta_from_parts(parts_rad)
assert energy_rad > energy
assert abs(delta * PPM + 41) < 0.2

mass = -ALPHA**2 * kin / 4
nuclear_so = -ALPHA**2 * u_nuc / 24
own_orbit = -ALPHA**2 * u_ee / 24
other_orbit = -ALPHA**2 * u_ee / 12
hydrogen = -ALPHA**2 / 3
g_bound = G_FREE * (1 + delta)

print("TESTS OF THE OPERATORS (relative shifts, dimensionless)")
print(f"test alpha, uniform field: {alpha_test:.2f}")
print(f"mass term, Dirac matrix : {mass_dirac:.6e}")
print(f"mass term, formula      : {mass_formula:.6e}")
print(f"smooth well, Dirac      : {well_dirac:.6e}")
print(f"smooth well, formula    : {well_formula:.6e}")
print(f"pair term, largest relative error: {pair_error:.1e}")
print("HELIUM 2 3S")
print(f"alpha^2 = {ALPHA**2 * PPM:.4f} ppm")
for n, run, d in zip(sizes, runs, deltas):
    print(f"N = {n:2d}: E = {run[0]:.7f} Ry, delta = {d * PPM:.4f} ppm")
print(f"E   = {energy:.6f} Ry = {energy * RY_EV:.4f} eV")
print(f"T   = {kin:.6f} Ry")
print(f"U_n = {u_nuc:.6f} Ry")
print(f"U_e = {u_ee:.6f} Ry")
print(f"virial sum 2T+U_n+U_e = {virial_sum:.1e} Ry")
print(f"quadrature check, N = {sizes[1]}: largest error {quad_error:.1e} Ry")
print(f"mass term               : {mass * PPM:.3f} ppm")
print(f"nuclear spin-orbit term : {nuclear_so * PPM:.3f} ppm")
print(f"e-e own-orbit term      : {own_orbit * PPM:.3f} ppm")
print(f"e-e other-orbit term    : {other_orbit * PPM:.3f} ppm")
print(f"delta, sum of terms     : {delta * PPM:.3f} ppm")
print(f"delta, virial form      : {delta_virial * PPM:.3f} ppm")
print(f"no r12 in basis: E = {energy_rad:.6f} Ry")
print(f"no r12 in basis: U_e = {parts_rad[2]:.6f} Ry")
print(f"no r12 in basis: delta = {delta_rad * PPM:.3f} ppm")
print(f"hydrogen 1S, -alpha^2/3 : {hydrogen * PPM:.3f} ppm")
print(f"helium minus hydrogen   : {(delta - hydrogen) * PPM:.3f} ppm")
print(f"free g_e = {G_FREE:.8f}")
print(f"bound g_J = {g_bound:.7f}")
print(f"g_J - g_e = {(g_bound - G_FREE):.4e}")
print("PASS")
```

Printed output:

```
TESTS OF THE OPERATORS (relative shifts, dimensionless)
test alpha, uniform field: 0.05
mass term, Dirac matrix : -1.248907e-03
mass term, formula      : -1.250000e-03
smooth well, Dirac      : -2.625429e-04
smooth well, formula    : -2.625819e-04
pair term, largest relative error: 4.2e-10
HELIUM 2 3S
alpha^2 = 53.2514 ppm
N = 20: E = -4.3503254 Ry, delta = -40.9732 ppm
N = 45: E = -4.3504583 Ry, delta = -40.9916 ppm
N = 90: E = -4.3504587 Ry, delta = -40.9916 ppm
E   = -4.350459 Ry = -59.1910 eV
T   = 4.350459 Ry
U_n = -9.237314 Ry
U_e = 0.536396 Ry
virial sum 2T+U_n+U_e = 1.7e-07 Ry
quadrature check, N = 45: largest error 1.9e-08 Ry
mass term               : -57.917 ppm
nuclear spin-orbit term : 20.496 ppm
e-e own-orbit term      : -1.190 ppm
e-e other-orbit term    : -2.380 ppm
delta, sum of terms     : -40.992 ppm
delta, virial form      : -40.992 ppm
no r12 in basis: E = -4.348527 Ry
no r12 in basis: U_e = 0.537947 Ry
no r12 in basis: delta = -40.981 ppm
hydrogen 1S, -alpha^2/3 : -17.750 ppm
helium minus hydrogen   : -23.241 ppm
free g_e = 2.00231930
bound g_J = 2.0022372
g_J - g_e = -8.2078e-05
PASS
```
